\section*{Rashba Landau levels as a Jaynes-Cummings problem, and α from two densities}

\section*{Question}

I am working on a two-dimensional electron gas with Rashba coupling in a perpendicular magnetic field. The electrons have charge $-e$ and effective mass $m$, the field $B>0$ points along $+z$, and with $\boldsymbol\Pi=\mathbf p+e\mathbf A$ my Hamiltonian is
\begin{equation}
H=\frac{\Pi_x^2+\Pi_y^2}{2m}+\frac{\alpha}{\hbar}\left(\sigma_x\Pi_y-\sigma_y\Pi_x\right)+\frac12 g\mu_B B\,\sigma_z .
\label{H}
\end{equation}
I was told that this is a Jaynes-Cummings model and can be solved exactly. I am stuck in two places.

First, I cannot tell whether the Zeeman energy adds to the cyclotron energy or subtracts from it inside the square root, or why no rotating-wave approximation is needed.

Second, the Shubnikov-de Haas oscillations show two frequencies, which I convert into two densities with difference $\Delta n$ and sum $n_s$. My notes contain two formulas for $\alpha$, namely $(\hbar^2\Delta n/m)\sqrt{\pi/(2n_s)}$ and the same with $n_s-\Delta n$ in place of $n_s$. They disagree. Which is right, and why does neither contain $g$, when the levels do depend on it?

\section*{Answer}

Both formulas are approximations, and they are not equally good. The exact levels settle this and also show where $g$ goes.

\subsection*{The Hamiltonian in ladder operators}

The sign of the commutator decides your first question:
\begin{equation}
[\Pi_x,\Pi_y]=e[p_x,A_y]+e[A_x,p_y]=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{equation}
Let $l^2=\hbar/(eB)$ and $\omega_c=eB/m$, and define
\begin{equation}
a=\frac{l}{\sqrt2\,\hbar}(\Pi_x-i\Pi_y).
\end{equation}
This is a lowering operator, because
\begin{equation}
[a,a^\dagger]=\frac{l^2}{2\hbar^2}\,2i[\Pi_x,\Pi_y]=\frac{l^2eB}{\hbar}=1 .
\end{equation}
With the opposite sign in front of $i\Pi_y$ the commutator would be $-1$. The kinetic energy follows from
\begin{equation}
a^\dagger a=\frac{l^2}{2\hbar^2}\left(\Pi^2-i[\Pi_x,\Pi_y]\right)=\frac{l^2\Pi^2}{2\hbar^2}-\frac12 ,
\end{equation}
so that $\Pi^2/2m=\hbar\omega_c(a^\dagger a+\tfrac12)$, since $\hbar^2/(ml^2)=\hbar\omega_c$.

For the Rashba term put $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, that is $\sigma_x=\sigma_++\sigma_-$ and $\sigma_y=-i\sigma_++i\sigma_-$. Then
\begin{align}
\sigma_x\Pi_y-\sigma_y\Pi_x
&=\sigma_+(\Pi_y+i\Pi_x)+\sigma_-(\Pi_y-i\Pi_x)\nonumber\\
&=i\sigma_+(\Pi_x-i\Pi_y)-i\sigma_-(\Pi_x+i\Pi_y)\nonumber\\
&=\frac{\sqrt2\,\hbar}{l}\,i\left(\sigma_+a-\sigma_-a^\dagger\right).
\end{align}
With $\Delta_Z=g\mu_BB$ the Hamiltonian is therefore
\begin{equation}
H=\hbar\omega_c\left(a^\dagger a+\tfrac12\right)+\frac{\Delta_Z}{2}\sigma_z+\frac{\sqrt2\,\alpha}{l}\,i\left(\sigma_+a-\sigma_-a^\dagger\right).
\label{JC}
\end{equation}
The substitution $b=ia$ turns the last bracket into the usual $\sigma_+b+\sigma_-b^\dagger$. The cyclotron motion plays the part of the field mode and the spin that of the atom. In optics the terms $\sigma_+a^\dagger$ and $\sigma_-a$ have to be dropped by approximation; here the Rashba coupling does not contain them.

Linear Dresselhaus coupling does. In the form $(\beta/\hbar)(\sigma_x\Pi_x-\sigma_y\Pi_y)$ the bracket is $\sigma_+(\Pi_x+i\Pi_y)+\sigma_-(\Pi_x-i\Pi_y)$, so the term equals $(\sqrt2\beta/l)(\sigma_+a^\dagger+\sigma_-a)$. If both couplings are present, the block structure used below is lost.

\subsection*{Levels and states}

Each term of (\ref{JC}) conserves $a^\dagger a+\sigma_z/2$: when the spin goes up, one quantum disappears. The state $|0,\downarrow\rangle$ has no partner. For $n\ge1$ the states $|n-1,\uparrow\rangle$ and $|n,\downarrow\rangle$ form a closed pair. Their diagonal energies are
\begin{align}
\hbar\omega_c(n-\tfrac12)+\tfrac12\Delta_Z&=n\hbar\omega_c-\tfrac12\delta,\nonumber\\
\hbar\omega_c(n+\tfrac12)-\tfrac12\Delta_Z&=n\hbar\omega_c+\tfrac12\delta,
\qquad \delta=\hbar\omega_c-\Delta_Z .
\end{align}
Thus the signed Zeeman energy $\Delta_Z$ is subtracted (for $g<0$ the magnitudes add), and $\delta$ is the Jaynes-Cummings detuning. Since $a|n\rangle=\sqrt n\,|n-1\rangle$, the block is
\begin{equation}
H_n=n\hbar\omega_c+\begin{pmatrix}-\delta/2&iG_n\\-iG_n&\delta/2\end{pmatrix},\qquad G_n=\frac{\alpha\sqrt{2n}}{l}.
\end{equation}
An eigenvalue $\lambda$ of the matrix obeys $\lambda^2-\delta^2/4-G_n^2=0$. Hence
\begin{equation}
E_0=\frac{\delta}{2},\qquad E_{n\pm}=n\hbar\omega_c\pm S_n,\qquad S_n=\sqrt{\frac{\delta^2}{4}+\frac{2\alpha^2n}{l^2}} .
\label{levels}
\end{equation}

For the states, set $\cos\theta_n=\delta/(2S_n)$ and $\sin\theta_n=G_n/S_n$, and let $u$ and $v$ be the amplitudes of $|n-1,\uparrow\rangle$ and $|n,\downarrow\rangle$. For the upper level the first row reads $iG_nv=(S_n+\delta/2)u$, so $u=i\tan(\theta_n/2)\,v$. For the lower level it reads $iG_nv=-(S_n-\delta/2)u$, so $v=i\tan(\theta_n/2)\,u$. After normalization,
\begin{align}
|n+\rangle&=i\sin\tfrac{\theta_n}{2}\,|n-1,\uparrow\rangle+\cos\tfrac{\theta_n}{2}\,|n,\downarrow\rangle,\nonumber\\
|n-\rangle&=\cos\tfrac{\theta_n}{2}\,|n-1,\uparrow\rangle+i\sin\tfrac{\theta_n}{2}\,|n,\downarrow\rangle,
\end{align}
and $\langle\sigma_z\rangle_\pm=\mp\cos\theta_n$.

Two limits help in reading (\ref{levels}). For $\alpha=0$ the pair returns to the ordinary Zeeman-split Landau levels $n\hbar\omega_c\pm\delta/2$. Resonance, $\delta=0$, occurs at $g=2m_e/m$, because $\mu_B=e\hbar/2m_e$; the two states of each pair are then equally mixed and split by $2|G_n|$.

\subsection*{Where the levels cross the Fermi energy}

The contribution of each ladder to the density of states at $E_F$ peaks when one of its levels passes $E_F$. I therefore solve $E_{n\pm}=E_F$ for $n$, treated as a real number $\nu$. Write $\varepsilon=\nu\hbar\omega_c$ and $E_\alpha=m\alpha^2/2\hbar^2$. Because $\nu/l^2=m\varepsilon/\hbar^2$, the Rashba term in $S_n^2$ is $2m\alpha^2\varepsilon/\hbar^2=4E_\alpha\varepsilon$. Squaring $E_F-\varepsilon=\pm S_n$ gives
\begin{equation}
\varepsilon^2-2(E_F+2E_\alpha)\varepsilon+E_F^2-\frac{\delta^2}{4}=0 .
\end{equation}
A quarter of its discriminant is
\begin{equation}
(E_F+2E_\alpha)^2-E_F^2+\frac{\delta^2}{4}=4E_\alpha(E_F+E_\alpha)+\frac{\delta^2}{4}=\alpha^2\kappa^2+\frac{\delta^2}{4},
\end{equation}
where $\kappa^2=2m(E_F+E_\alpha)/\hbar^2$. The two solutions are
\begin{equation}
\hbar\omega_c\,\nu_\pm=E_F+2E_\alpha\mp\sqrt{\alpha^2\kappa^2+\delta^2/4}.
\label{nu}
\end{equation}
Squaring could have mixed up the branches. At $\varepsilon=E_F$ the quadratic equals $-4E_\alpha E_F-\delta^2/4<0$, so $E_F$ lies between its roots. The smaller root has $E_F-\varepsilon>0$ and belongs to the upper branch, as written. I assume $E_F>|\delta|/2$, which makes both roots positive.

Each level holds $eB/h$ electrons per area. Poisson summation turns the sum over the levels of one ladder, far above its bottom, into a density of states
\begin{equation}
D_\pm(E_F)=\frac{eB}{h}\frac{d\nu_\pm}{dE_F}\left[1+2\sum_{p\ge1}\cos(2\pi p\,\nu_\pm)\right],
\end{equation}
and level broadening damps the cosines. I assume that the measured resistance follows these oscillations, so its two fundamental phases are $2\pi\nu_+$ and $2\pi\nu_-$.

In a sample $n_s$ is fixed, not $E_F$. A ladder starting at $n=1$ has on average $\nu_\pm-\tfrac12$ levels below $E_F$, and the level $E_0$ adds one. The average total is $\nu_++\nu_-$, in which the square roots cancel:
\begin{equation}
n_s=\frac{eB}{h}(\nu_++\nu_-)=\frac{m}{\pi\hbar^2}(E_F+2E_\alpha).
\label{ns}
\end{equation}
The smooth part of $E_F$ thus does not depend on $B$. I neglect its oscillating part, which suits broadened levels at low field.

\subsection*{What happens to $g$}

Let $k_\alpha=m|\alpha|/\hbar^2$. Subtracting the two equations (\ref{nu}) and dividing by $\hbar\omega_c$ gives
\begin{equation}
\nu_--\nu_+=\sqrt{\left(\frac{\Delta f}{B}\right)^2+\eta^2},\qquad
\Delta f=\frac{2\hbar\kappa k_\alpha}{e},\qquad \eta=\frac{\delta}{\hbar\omega_c}=1-\frac{gm}{2m_e}.
\label{diff}
\end{equation}
The spin-orbit part grows as $1/B$, while the part containing $g$ stays constant. For $|\eta|B\ll\Delta f$, expansion of the root and use of (\ref{ns}) give
\begin{equation}
\nu_\pm\simeq\frac{f_\pm}{B}\mp\frac{\eta^2B}{4\Delta f},\qquad f_\pm=\frac{hn_s}{2e}\mp\frac{\Delta f}{2}.
\end{equation}
The frequencies in $1/B$ are $f_\pm$, without $g$. This is why $g$ is absent from your formulas, and it also shows that they are low-field results.

\subsection*{From two densities to $\alpha$}

At $B=0$ the bands are $\hbar^2k^2/2m\pm|\alpha|k$. Setting them equal to $E_F$ and completing the square gives $(k\pm k_\alpha)^2=\kappa^2$, hence for $E_F>0$
\begin{equation}
k_\pm=\kappa\mp k_\alpha,\qquad n_\pm=\frac{\pi k_\pm^2}{(2\pi)^2}=\frac{k_\pm^2}{4\pi}.
\end{equation}
There is one spin state per $\mathbf k$ in each circle. These are the densities seen in the oscillations: $n_--n_+=\kappa k_\alpha/\pi=e\Delta f/h$, and their sum $(\kappa^2+k_\alpha^2)/2\pi$ is (\ref{ns}). Therefore $n_\pm=ef_\pm/h$. A factor $2e/h$ here would be wrong, because each frequency belongs to a single spin branch.

Now $\kappa$ drops out of the difference of the radii, $2k_\alpha=k_--k_+=\sqrt{4\pi}\,(\sqrt{n_-}-\sqrt{n_+})$, and
\begin{equation}
|\alpha|=\frac{\hbar^2\sqrt\pi}{m}\left(\sqrt{n_-}-\sqrt{n_+}\right).
\label{alpha}
\end{equation}
To compare with your notes, multiply and divide by $\sqrt{n_-}+\sqrt{n_+}$. With $\Delta n=n_--n_+$, the square of this sum is $n_s+2\sqrt{n_-n_+}=n_s+\sqrt{n_s^2-\Delta n^2}$, so
\begin{equation}
|\alpha|=\frac{\hbar^2\Delta n}{m}\sqrt{\frac{\pi}{n_s+\sqrt{n_s^2-\Delta n^2}}} .
\label{alpha2}
\end{equation}
Let $r=\Delta n/n_s$. Your first formula divided by (\ref{alpha2}) is
\begin{equation}
\sqrt{\frac{1+\sqrt{1-r^2}}{2}}\simeq1-\frac{r^2}{8}.
\end{equation}
The second formula has a further factor $(1-r)^{-1/2}$, so its ratio to (\ref{alpha2}) is $1+r/2$ to first order. The first is a good small-$\Delta n$ approximation; the second spoils it at first order. Equation (\ref{alpha}) is as easy to use as either.

The derivation sets these limits:
\begin{itemize}
\item The sign of $\alpha$ is not determined, since the levels contain $\alpha^2$.
\item Both branches must be occupied, $E_F>0$. This means $\kappa>k_\alpha$, or $n_s>k_\alpha^2/\pi$. Below that density both Fermi circles lie on the lower branch, with radii $k_\alpha\pm\kappa$, and their difference is no longer $2k_\alpha$.
\item The coupling must be known to be of Rashba type. Pure linear Dresselhaus coupling in the form given above, that of a [001] well, splits the zero-field bands by $\pm|\beta|k$, so the same two densities would return $|\beta|$; its levels in a field have $\delta=\hbar\omega_c+\Delta_Z$ instead.
\item The band is taken as parabolic, with one occupied subband, so that both frequencies are spin branches of the same subband. In a narrow-gap well $m$ must be the mass at $E_F$. For a band $\epsilon(1+\epsilon/E_g)=\hbar^2k^2/2m$ that mass is $m(1+2\epsilon/E_g)$; with $E_g=0.8$ eV and the density of the example below, use of the band-edge mass makes $\alpha$ about 22\% too large.
\end{itemize}

\subsection*{A numerical example}

Take round model parameters: $m=0.05\,m_e$, $g=-8$, $\alpha=10$ meV\,nm and $n_s=2\times10^{12}$ cm$^{-2}$. Then $\hbar^2/m=1523.99$ meV\,nm$^2$.

At $B=1$ T, $l=25.656$ nm, $\hbar\omega_c=2.3154$ meV and $\Delta_Z=-0.4631$ meV. The detuning is $\delta=2.3154+0.4631\simeq2.778$ meV, and $G_1=\sqrt2\times10/25.656=0.5512$ meV. This gives
\begin{equation}
S_1=\sqrt{1.3892^2+0.5512^2}=1.495\ \text{meV},
\end{equation}
so $E_{1-}=0.821$ meV and $E_{1+}=3.810$ meV, with $E_0=1.389$ meV between them. In the state $|1+\rangle$, $\langle\sigma_z\rangle=-1.389/1.495=-0.93$: this lowest pair is only weakly mixed. The mixing grows with $n$, since $G_n\propto\sqrt n$: for $n=40$, near the Fermi level at this field, $G_{40}=0.5512\sqrt{40}\simeq3.5$ meV exceeds $\delta/2$ and $|\langle\sigma_z\rangle|\simeq0.37$.

At zero field $k_\alpha=10/1523.99=0.00656$ nm$^{-1}$ and $E_F=95.69$ meV. The radii are $k_+=0.34787$ and $k_-=0.36099$ nm$^{-1}$, which give $n_+=0.9630$ and $n_-=1.0370$ in units of $10^{12}$ cm$^{-2}$. The frequencies are $f_+=39.83$ T and $f_-=42.89$ T, with $\Delta f=3.06$ T. Here $r=0.037$. Relative to the exact $\alpha$, your first formula is low by 0.017\% and your second is high by 1.9\%.

To imitate a measurement, the levels (\ref{levels}) were given a Lorentzian half-width of 0.10 meV, and the density of states at fixed $E_F$ and zero temperature was Fourier transformed in $1/B$, with a Hann window, between 0.125 and 0.5 T. The two peaks lie at 39.832 and 42.882 T. Multiplied by $e/h$, they give $n_+=0.0096313$ and $n_-=0.0103688$ nm$^{-2}$, and (\ref{alpha}) yields
\begin{equation}
|\alpha|=1523.99\,\sqrt\pi\,(0.101827-0.098139)\simeq9.96\ \text{meV\,nm}=9.96\times10^{-12}\ \text{eV\,m}.
\end{equation}
This is 0.4\% below the input. The last digit depends on the window function: a rectangular window gives 9.95.

A shortfall is to be expected at finite field. A frequency read near a given $B$ is the slope $d\nu_\pm/d(1/B)$, and differentiating (\ref{diff}) gives
\begin{equation}
\Delta f_{\rm loc}=\frac{\Delta f}{\sqrt{1+(\eta B/\Delta f)^2}} .
\label{loc}
\end{equation}
The sum of the two slopes remains $hn_s/e$, so a reduced difference means a reduced $\alpha$. Here $\eta=1+8\times0.05/2=1.2$, and (\ref{loc}) lowers $\Delta f$ by 0.1\% at 0.125 T and by 1.9\% at 0.5 T. The 0.4\% found lies in this range, though the simulation does not separate this effect from the finite Fourier resolution.

Near 1 T the bias is larger: $\eta B/\Delta f=0.39$, $\Delta f_{\rm loc}=2.85$ T, and (\ref{alpha}) returns 9.31 meV\,nm, which is 6.9\% too low. Setting $g=0$ would not remove the effect, since then $\eta=1$; it vanishes at the resonance $\eta=0$. In practice, take the frequencies from fields with $|\eta|B\ll\Delta f$, over a range of $1/B$ long enough to resolve the two peaks, or fit the phases with (\ref{diff}). The first route needs a clean sample. A half-width $\Gamma=0.10$ meV means a quantum lifetime $\hbar/2\Gamma\simeq3$ ps, and broadening damps the oscillation by about $\exp(-2\pi\Gamma/\hbar\omega_c)$, which for $\Gamma=1$ meV is 0.004 at 0.5 T. The usable fields then lie where the bias is several percent, and the fit is required.

The numerical check compares the levels with a direct real-space diagonalization of (\ref{H}), verifies that the states are eigenvectors of the same grid Hamiltonian, and compares (\ref{ns}) and (\ref{diff}) with crossings located by root finding on (\ref{levels}).

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass m/m_e = 0.05, g = -8.0
input alpha = 10.000 meV nm = 1.000e-11 eV m
total density n_s = 2.000 x 1e12 cm^-2
hbar^2/m = 1523.99 meV nm^2
LEVELS at B = 1.0 T
magnetic length l = 25.656 nm
hbar omega_c = 2.3154 meV
Zeeman energy g muB B = -0.4631 meV
detuning delta = 2.7784 meV
coupling G_1 = 0.5512 meV
E_0 = 1.3892 meV
E_1- = 0.8208 meV, E_1+ = 3.8099 meV
E_2- = 3.0377 meV, E_2+ = 6.2237 meV
E_3- = 5.2604 meV, E_3+ = 8.6317 meV
<sigma_z> in state 1+ = -0.9295
resonant g = 2 m_e/m = 40.0
largest level error, grid vs formula = 1.3e-13 meV
ZERO FIELD
k_alpha = 0.006562 nm^-1, E_alpha = 0.03281 meV
Fermi energy E_F = 95.690 meV
k_+ = 0.347868 nm^-1, k_- = 0.360992 nm^-1
n_+ = 0.96299 x 1e12 cm^-2
n_- = 1.03701 x 1e12 cm^-2
Delta n = 0.07403 x 1e12 cm^-2, Delta n/n_s = 0.03701
minimum n_s for two branches = 0.00137 x 1e12 cm^-2
f_+ = 39.826 T, f_- = 42.887 T, Delta f = 3.062 T
alpha from exact densities = 10.0000 meV nm
error of small-Delta n formula = -0.0171 percent
error of n_s - Delta n variant = 1.886 percent
SIMULATED OSCILLATIONS
field window 0.125 to 0.500 T
level half-width = 0.10 meV
Fourier peaks at 39.832 T and 42.882 T
n_+ from peak = 0.96313 x 1e12 cm^-2
n_- from peak = 1.03688 x 1e12 cm^-2
recovered alpha = 9.961 meV nm = 9.961e-12 eV m
deviation from input = -0.39 percent
FINITE-FIELD BIAS
eta = 1 - g m/(2 m_e) = 1.200
local Delta f at 1.0 T = 2.850 T
alpha read at 1.0 T = 9.310 meV nm
bias at 1.0 T = -6.90 percent
\end{verbatim}
